\section*{Mean and Variance of the Random-Phase Stochastic Trace Estimator}

\section{Definitions and conventions}

Let $|1\rangle,\dots,|N\rangle$ be a fixed orthonormal basis and let $A$ be an $N\times N$ matrix with elements $A_{ij}=\langle i|A|j\rangle$. A random-phase vector is
\begin{equation}
|r\rangle=\sum_{j=1}^{N}z_j|j\rangle,\qquad z_j=e^{i\theta_j},
\end{equation}
where the angles $\theta_j$ are mutually independent and uniform on $[0,2\pi)$. There is no factor $1/\sqrt N$, so $\langle r|r\rangle=N$. The estimator of the trace is
\begin{equation}
X=\langle r|A|r\rangle=\sum_{i,j}z_i^*A_{ij}z_j .
\label{eq:X}
\end{equation}
The symbol $\mathbb E$ denotes the average over the angles at fixed $A$, and $\mathrm{Var}\,X=\mathbb E[(X-\mathbb E X)^2]$ for real $X$. A sum over $i\neq j$ runs over ordered pairs: $(1,2)$ and $(2,1)$ are separate terms.

\section{The theorem}

\paragraph{Theorem 1.} For every $N\times N$ matrix $A$, $\mathbb E[X]=\mathrm{Tr}\,A$. If $A$ is Hermitian, then $X$ is real and
\begin{equation}
\mathrm{Var}\,X=V(A)\equiv\sum_{i\ne j}|A_{ij}|^2 .
\label{eq:V}
\end{equation}

The proof needs two moments of one phase and one average over four phases.

\paragraph{Lemma 1.} $|z_j|^2=1$, $\mathbb E[z_j]=0$ and $\mathbb E[z_j^2]=0$.

\emph{Proof.} The first statement is immediate. For $m=1,2$,
\begin{equation}
\mathbb E[z_j^m]=\frac1{2\pi}\int_0^{2\pi}e^{im\theta}\,d\theta
=\frac{e^{2\pi im}-1}{2\pi im}=0 .
\end{equation}
Complex conjugation gives the same result for $z_j^*$.

\paragraph{Lemma 2.} If $i\ne j$ and $k\ne l$, then
\begin{equation}
\mathbb E[z_i^*z_jz_k^*z_l]=\delta_{il}\delta_{jk}.
\label{eq:four}
\end{equation}

\emph{Proof.} Independence lets the average factorise over distinct indices. Since $i\ne j$ and $k\ne l$, the possible coincidences are $i=k$, $j=l$, $i=l$ and $j=k$.

If all four indices differ, the average is a product of four first moments and vanishes. If exactly one coincidence holds, there are three distinct indices, and the four possibilities are
\begin{align}
i=k:&\quad \mathbb E[(z_i^*)^2]\,\mathbb E[z_j]\,\mathbb E[z_l]=0,\\
j=l:&\quad \mathbb E[z_j^2]\,\mathbb E[z_i^*]\,\mathbb E[z_k^*]=0,\\
i=l:&\quad \mathbb E[|z_i|^2]\,\mathbb E[z_j]\,\mathbb E[z_k^*]=0,\\
j=k:&\quad \mathbb E[|z_j|^2]\,\mathbb E[z_i^*]\,\mathbb E[z_l]=0 .
\end{align}
Each contains a vanishing first moment. With two distinct indices, $(k,l)$ is either $(i,j)$ or $(j,i)$:
\begin{align}
(k,l)=(i,j):&\quad \mathbb E[(z_i^*)^2]\,\mathbb E[z_j^2]=0,\label{eq:second}\\
(k,l)=(j,i):&\quad \mathbb E[|z_i|^2|z_j|^2]=1 .
\end{align}
Only the last case survives, which is Eq.~(\ref{eq:four}).

\paragraph{Proof of Theorem 1.} Separate the diagonal terms in Eq.~(\ref{eq:X}). Because $|z_i|^2=1$,
\begin{equation}
X=\mathrm{Tr}\,A+Y,\qquad Y=\sum_{i\ne j}z_i^*A_{ij}z_j .
\label{eq:split}
\end{equation}
For $i\ne j$, independence gives $\mathbb E[z_i^*z_j]=\mathbb E[z_i^*]\mathbb E[z_j]=0$. Hence $\mathbb E[Y]=0$ and $\mathbb E[X]=\mathrm{Tr}\,A$. Hermiticity has not been used.

Now let $A^\dagger=A$. Then $X^*=\langle r|A^\dagger|r\rangle=X$, so $X$ is real. Its trace is real as well, and therefore so is $Y$. Consequently
\begin{align}
\mathrm{Var}\,X=\mathbb E[Y^2]
&=\sum_{i\ne j}\sum_{k\ne l}A_{ij}A_{kl}\,\mathbb E[z_i^*z_jz_k^*z_l]\\
&=\sum_{i\ne j}A_{ij}A_{ji}
=\sum_{i\ne j}|A_{ij}|^2 .
\end{align}
The second line uses Lemma 2 and then $A_{ji}=A_{ij}^*$. This proves the theorem.

\paragraph{Remark 1: interference of pairs.} Write $A_{ij}=|A_{ij}|e^{i\alpha_{ij}}$. Joining $(i,j)$ with $(j,i)$ gives
\begin{equation}
Y=\sum_{i<j}2|A_{ij}|\cos(\theta_j-\theta_i+\alpha_{ij}).
\end{equation}
Each pair contributes an interference term with mean square $4|A_{ij}|^2\cdot\tfrac12=2|A_{ij}|^2$. Lemma 2 says that different pairs are uncorrelated, so the mean squares add. The diagonal causes no noise because every basis state has the same weight in every draw.

\paragraph{Remark 2: dependence on the basis.} Since $\mathrm{Tr}\,A^2=\sum_{ij}|A_{ij}|^2$ for Hermitian $A$,
\begin{equation}
V(A)=\mathrm{Tr}\,A^2-\sum_iA_{ii}^2 .
\label{eq:basis}
\end{equation}
The first term is independent of the basis, but the second is not. In an eigenbasis of $A$ the variance is zero, though finding that basis would already give the trace.

\section{Which random numbers are allowed}

Independence matters. If all phases were equal, $z_j=z$, then $X=\sum_{ij}A_{ij}$ in every draw, which in general is not the trace.

The uniform distribution, by contrast, is more than is needed. The proof uses independence, unit modulus and the two vanishing moments of Lemma 1. Three equally likely values $1,\omega,\omega^2$ with $\omega=e^{2\pi i/3}$ have
\begin{equation}
\mathbb E[z]=\frac{1+\omega+\omega^2}{3}=0,\qquad
\mathbb E[z^2]=\frac{1+\omega^2+\omega^4}{3}=0,
\end{equation}
because $\omega^4=\omega$. They give the same mean and variance as continuous phases.

Random signs $z_j=\pm1$ also have zero mean, so their estimator is unbiased. But $\mathbb E[z_j^2]=1$, and the average in Eq.~(\ref{eq:second}) becomes 1. The extra pairing adds $\sum_{i\ne j}A_{ij}^2$, which is real because the terms $(i,j)$ and $(j,i)$ are complex conjugates. Thus
\begin{equation}
\mathrm{Var}_{\pm}X=\sum_{i\ne j}\left(|A_{ij}|^2+\mathrm{Re}\,A_{ij}^2\right)
=2\sum_{i\ne j}(\mathrm{Re}\,A_{ij})^2 ,
\label{eq:signs}
\end{equation}
where $|a|^2+\mathrm{Re}\,a^2=2(\mathrm{Re}\,a)^2$. For real symmetric $A$ this is twice $V(A)$. For complex $A$ it can be smaller.

\paragraph{Example.} Take the dimensionless matrix
\begin{equation}
A=\begin{pmatrix}2&1+i&0.5\\1-i&1&2i\\0.5&-2i&3\end{pmatrix}.
\end{equation}
Its trace is 6. The two variances are
\begin{align}
V(A)&=2\left(|1+i|^2+0.5^2+|2i|^2\right)=2(2+0.25+4)=12.5,\\
\mathrm{Var}_{\pm}X&=4\left(1^2+0.5^2+0^2\right)=5 .
\end{align}
Signs do better here because they do not see the imaginary parts.

\section{Several vectors and non-Hermitian products}

\paragraph{Corollary 1.} For $R$ independent random-phase vectors and Hermitian $A$, the average $\bar X=R^{-1}\sum_pX_p$ has mean $\mathrm{Tr}\,A$ and variance $V(A)/R$.

\emph{Proof.} Let $Y_p=X_p-\mathrm{Tr}\,A$. For $p\ne q$, $\mathbb E[Y_pY_q]=\mathbb E[Y_p]\mathbb E[Y_q]=0$. Therefore
\begin{equation}
\mathrm{Var}\,\bar X=\frac1{R^2}\sum_{p,q}\mathbb E[Y_pY_q]
=\frac{R\,V(A)}{R^2}=\frac{V(A)}R .
\end{equation}
For the $3\times3$ matrix, two vectors reduce the variance from 12.5 to 6.25. A relative standard deviation $\epsilon$ requires $R\ge V(A)/(\epsilon\,\mathrm{Tr}\,A)^2$ when the trace is nonzero.

\paragraph{Corollary 2.} For any square matrix $M$, $\mathrm{Re}\langle r|M|r\rangle$ has mean $\mathrm{Re}\,\mathrm{Tr}\,M$ and variance $V(B)$, where $B=(M+M^\dagger)/2$.

\emph{Proof.} The complex conjugate of $\langle r|M|r\rangle$ is $\langle r|M^\dagger|r\rangle$. Half their sum is $\langle r|B|r\rangle$, and $B$ is Hermitian, so Theorem 1 applies.

\section{Application to the Kubo conductivity}

Consider noninteracting electrons with one-particle Hamiltonian $H$, energies $E_n$ and volume $\Omega$. Let $J=i[H,x]$, which is $\hbar$ times the velocity. Then $J_{nm}=i(E_n-E_m)x_{nm}$. A field $F\cos\omega t$ along $x$ couples through $eFx\cos\omega t$. The golden rule gives the absorption rate
\begin{equation}
w_{m\to n}=\frac{2\pi}{\hbar}\frac{e^2F^2}{4}|x_{nm}|^2
\delta(E_n-E_m-\hbar\omega).
\end{equation}
With two spins, occupations $f_n$ and stimulated emission included, the absorbed power is $2\hbar\omega\sum_{mn}(f_m-f_n)w_{m\to n}$. It equals $\sigma F^2\Omega/2$. Inserting $|x_{nm}|^2=|J_{nm}|^2/(\hbar\omega)^2$ gives
\begin{equation}
\sigma(\omega)=\frac{2\pi e^2}{\hbar\Omega}\sum_{mn}|J_{nm}|^2
\frac{f_m-f_n}{\hbar\omega}\,\delta(E_n-E_m-\hbar\omega).
\end{equation}
For a large system, let $\omega\to0$ at zero temperature. The occupation factor tends to $\delta(E_F-E_m)$, and with $D=\delta(E_F-H)$ one obtains the Kubo--Greenwood formula
\begin{equation}
\sigma=\frac{2\pi e^2}{\hbar\Omega}\,\mathrm{Tr}[JDJD].
\label{eq:kubo}
\end{equation}
In a finite cell $D$ is replaced by a Gaussian of standard deviation $s$, wide enough to cover many levels. In a periodic cell $J$ is built from the displacement along each bond.

\paragraph{Two estimators of one trace.} The product $JDJD$ is generally not Hermitian. Set $S=JDJ$. Cyclic invariance gives the same trace for
\begin{equation}
A=D^{1/2}SD^{1/2},\qquad B=\tfrac12(SD+DS).
\end{equation}
Both are Hermitian; $B$ governs the real part of the unsymmetrised estimator. Let $C=SD-DS$, so that $C^\dagger=-C$. Expanding and using cyclicity,
\begin{align}
\mathrm{Tr}\,A^2&=\mathrm{Tr}(SDSD),\\
\mathrm{Tr}\,B^2&=\tfrac12\mathrm{Tr}(SDSD)+\tfrac12\mathrm{Tr}(S^2D^2),\\
\mathrm{Tr}(C^\dagger C)&=2\,\mathrm{Tr}(S^2D^2)-2\,\mathrm{Tr}(SDSD).
\end{align}
Hence
\begin{equation}
\mathrm{Tr}\,B^2=\mathrm{Tr}\,A^2+\tfrac14\mathrm{Tr}(C^\dagger C)\ge\mathrm{Tr}\,A^2 .
\end{equation}
By Eq.~(\ref{eq:basis}) the variances also contain the diagonal elements, so this inequality alone does not order $V(A)$ and $V(B)$.

\paragraph{Growth of the system.} Put $G=D^{1/2}JD^{1/2}$. Then $A=G^2$ has no negative eigenvalue. If $\lambda$ is its largest eigenvalue and $\mathrm{Tr}\,A>0$,
\begin{equation}
\frac{\sqrt{V(A)}}{\mathrm{Tr}\,A}\le
\frac{\sqrt{\mathrm{Tr}\,A^2}}{\mathrm{Tr}\,A}\le
\sqrt{\frac{\lambda}{\mathrm{Tr}\,A}} .
\end{equation}
Moreover $\lambda\le\|D\|^2\|J\|^2$. At fixed $s$ and bounded velocity this limit does not grow with $N$, whereas Eq.~(\ref{eq:kubo}) makes the trace proportional to $\Omega$ at fixed nonzero $\sigma$. The bound on the relative error then falls as $1/\sqrt N$.

\section{A disordered interconnect liner}

The model is a periodic cubic lattice of $11\times10\times9=990$ sites with one orbital per site, spacing $a=0.25$ nm and nearest-neighbour element $-t$, $t=1$ eV. Site energies are independent and uniform over a full width $W=3$ eV. Current flows along the 11-site direction, $E_F=0$ is the centre of the clean band, and $s=0.1$ eV. Full diagonalisation of $H$ gives $D$, and hence every element of $A$.

For one disorder sample $\mathrm{Tr}\,A=7.497$ nm$^2$. The factor in Eq.~(\ref{eq:kubo}) is $2\pi e^2/(\hbar Na^3)=9.887\times10^4$ S/m per nm$^2$, so
\begin{equation}
\sigma=9.887\times10^4\times7.497\ \mathrm{S/m}=7.41\times10^5\ \mathrm{S/m},
\end{equation}
or a resistivity of about 135 $\mu\Omega\,$cm. These values belong to this cell and are not converged in its size and shape: samples of $12\times11\times8$ sites gave averages of $8.3\times10^5$ S/m (two samples) and $9.0\times10^5$ S/m (three others), 12\% and 21\% more. A cell of $33\times32\times31$ sites, with $D^{1/2}$ applied by a Chebyshev expansion to two phase vectors, gives $9.7\times10^5$ S/m with about 2.5\% trace noise. This is some 30\% more, or a resistivity near 103 $\mu\Omega\,$cm. The off-diagonal sum is $V(A)=2.446$ nm$^4$. One vector therefore has the relative standard deviation
\begin{equation}
\frac{\sqrt{2.446}}{7.497}=\frac{1.564}{7.497}=0.2086,
\end{equation}
about 21\% of the trace. A 1\% error needs $(0.2086/0.01)^2$, rounded up to 436 vectors.

Drawing 4000 phase vectors gave a mean of 7.451 nm$^2$ and a variance of 2.38 nm$^4$. The mean lies 0.046 nm$^2$ below the trace, or 1.9 times its standard error $1.564/\sqrt{4000}=0.025$ nm$^2$. Since $H$ is real, $J$ is purely imaginary and $A$ is real. Equation~(\ref{eq:signs}) then predicts $2V(A)=4.89$ nm$^4$ for signs; 4000 sign vectors gave 4.58 nm$^4$, which is 6\% lower. Phases thus need half as many vectors as signs for this matrix.

The unsymmetrised product has $V(B)=5.43$ nm$^4$, which is 2.2 times $V(A)$. The corresponding squared norms are $\mathrm{Tr}\,B^2=5.50$ and $\mathrm{Tr}\,A^2=2.51$ nm$^4$, so nearly all of each norm is off-diagonal. In this sample the symmetric form saves more than half the vectors.

With all other parameters fixed, cells of 210, 504 and 990 sites have one-vector errors of 43\%, 27\% and 21\%. Multiplied by $\sqrt N$, these are 6.2, 6.0 and 6.6. The first two errors are averages over four and two disorder samples, the last is from one. The values are compatible with a $1/\sqrt N$ trend, with visible scatter. The small cells do not share one conductivity (about $1.2\times10^6$ S/m for 504 sites), so they test the trend only roughly. For the $33\times32\times31$ cell, a stochastic estimate of $\mathrm{Tr}\,A^2$ puts the same product near 6.4.

\paragraph{Noise and disorder.} Theorem 1 holds at fixed $A$. If $A$ also varies between samples, write $X-\langle\mathrm{Tr}\,A\rangle=Y+(\mathrm{Tr}\,A-\langle\mathrm{Tr}\,A\rangle)$, with angle brackets for the disorder average. The cross term vanishes because $\mathbb E[Y]=0$ in each sample. The total variance for $R$ vectors per sample is therefore $\langle V(A)\rangle/R+\mathrm{Var}_{\rm dis}(\mathrm{Tr}\,A)$. Four samples gave a mean conductivity of $7.2\times10^5$ S/m and a standard deviation of about 4\% of that mean. The two contributions are comparable near $R=(21/4.2)^2\approx25$. This figure is rough, because four samples fix the standard deviation poorly. Eight further samples with the same parameters gave a mean of $6.5\times10^5$ S/m and a standard deviation of 6\%, which brings this $R$ down to about 12. Well beyond it, more vectors in a single sample mainly refine that sample's own trace.

\paragraph{Limits of the model.} The parameters were chosen to give a strongly disordered metal and do not describe a particular compound. The cell is periodic in all three directions, whereas a real liner is a thin film with surfaces. Cutting only the periodic bonds that join the first and last layers along the 9-site direction leaves a film 2.25 nm thick. With the same site energies, this raises the model conductivity by 38\%, and by 32\% to 74\% in the eight further samples. This is the largest change found, and its sign is opposite to what added surface scattering would give. Most of it can be traced to the few wave vectors that a small cell allows. Give each clean level a Lorentzian of half-width 0.336 eV, half the golden-rule rate found below, and sum the Kubo formula over the allowed wave vectors. The result is $6.2\times10^5$ S/m for the periodic cell, $9.4\times10^5$ S/m for the film and $9.6\times10^5$ S/m for an infinite lattice. For $9\times8\times7$ sites the same estimate predicts a fall, and four samples of that size all showed one. In a laterally large cell of $57\times56\times9$ sites the film and the periodic system give $1.02\times10^6$ and $0.99\times10^6$ S/m, equal within a trace noise of about 3\%. The rise is therefore mainly an artefact of the small cell and should not be read as an effect of real surfaces. The conductivity is uncertain by tens of per cent even when the trace noise is small.

The other changes, each made alone on the same sample, are smaller. Averaging over the thermal window at 378 K raises $\sigma$ by 2.6\% (by 0.6\% to 4.8\% in the eight further samples), and halving $s$ lowers it by 4.9\%. Phonons can be imitated by static disorder. Independent site energies of variance $v$ scatter at the golden-rule rate $\hbar/\tau=2\pi v\rho$, where $\rho=0.142$ per eV, site and spin is the clean density of states. The high-temperature phonon rate is $2\pi g k_BT$, where $g$ is the dimensionless electron--phonon coupling. Equating the added rate to it gives an added variance $g k_BT/\rho$. At 378 K a rough coupling $g=0.5$ raises $W$ to 3.22 eV and lowers $\sigma$ by 7\%.

The golden rule also gives a Boltzmann estimate. With $v=W^2/12$, $\hbar/\tau=0.67$ eV. For isotropic scattering the Boltzmann conductivity with two spins is $2e^2\tau\,\overline{v_x^2\,\delta(E)}/a^3$, where $v_x=J/\hbar$ is the band velocity and the bar is an average over wave vectors. In terms of $J$ this is
\begin{equation}
\sigma_{\rm B}=\frac{2e^2}{\hbar a^3}\,\frac{\overline{J^2\delta(E)}}{\hbar/\tau}.
\end{equation}
Averaging over a $60^3$ grid of wave vectors in the clean band, with the delta function broadened by the same $s$, gives $9.7\times10^5$ S/m. The Kubo mean is 26\% lower for the first four samples and 32\% lower for the eight further ones. The finite cell alone can produce a gap of this size: the estimate with broadened levels given above is 36\% lower for this cell than for an infinite lattice. The $33\times32\times31$ cell, at $9.7\times10^5$ S/m, agrees with the Boltzmann value within its 2.5\% noise. The gap is therefore no measure of how far strong disorder departs from Boltzmann theory. Further bands and electron interactions are omitted, and their effect is not estimated here.

All numerical values are calculated from the stated model.
